# Fourier transforms of the truncated and short-range Coulomb kernels: a numerical check

```python
# Result under test, with v(G) = integral of exp(-i G.r) v(r) over all space:
#   1/r for r < Rc, else 0 -> 4 pi (1 - cos(G Rc)) / G^2,         v(0) = 2 pi Rc^2
#   erfc(omega r)/r        -> 4 pi (1 - exp(-G^2/(4 omega^2)))/G^2, v(0) = pi/omega^2
# Symbols: G wave number, Rc cutoff radius, omega screening parameter,
# L side of a cubic cell, alpha exponent of the Gaussian density
# rho(r) = (alpha/pi)^(3/2) exp(-alpha r^2), J its self-interaction energy.
# Hartree atomic units; the transformed kernels are in hartree bohr^3.
import numpy as np
from scipy.special import erfc
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
alpha, L, Rc, omega = 1.0, 12.0, 6.0, 0.4


def nodes(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (b + a), 0.5 * (b - a) * w


def truncated(G, radius):
    G = np.asarray(G, dtype=float)
    safe = np.where(G > 0, G, 1.0)
    # 1 - cos(x) = 2 sin(x/2)^2 avoids cancellation at small G
    value = 8 * np.pi * np.sin(0.5 * safe * radius) ** 2 / safe**2
    return np.where(G > 0, value, 2 * np.pi * radius**2)


def short_range(G, w):
    G = np.asarray(G, dtype=float)
    safe = np.where(G > 0, G, 1.0)
    value = -4 * np.pi * np.expm1(-safe**2 / (4 * w**2)) / safe**2
    return np.where(G > 0, value, np.pi / w**2)


def bare_without_zero(G):
    safe = np.where(G > 0, G, 1.0)
    return np.where(G > 0, 4 * np.pi / safe**2, 0.0)


# Transform from the definition: quadrature over radius and polar angle
r_max = 7.0 / omega
r_cut, w_cut = nodes(0.0, Rc, 200)
r_scr, w_scr = nodes(0.0, r_max, 200)
u, w_u = nodes(-1.0, 1.0, 100)


def transform_by_quadrature(G, r, w, r_times_v):
    angular = np.cos(G * np.outer(r, u)) @ w_u
    return 2 * np.pi * np.sum(w * r * r_times_v * angular)


def numeric_truncated(G):
    return transform_by_quadrature(G, r_cut, w_cut, np.ones_like(r_cut))


def numeric_short_range(G):
    return transform_by_quadrature(G, r_scr, w_scr, erfc(omega * r_scr))


G1 = 2 * np.pi / L
G_list = [0.0, 0.1, G1, np.sqrt(2) * G1, 2 * G1, 1.3, 3.0]
for G in G_list:
    assert abs(numeric_truncated(G) - truncated(G, Rc)) < 1e-8
    assert abs(numeric_short_range(G) - short_range(G, omega)) < 1e-8

# Gaussian cosine integral
for G in G_list:
    integral = np.sum(w_scr * np.cos(G * r_scr) * np.exp(-(omega * r_scr) ** 2))
    closed = np.sqrt(np.pi) / (2 * omega) * np.exp(-G**2 / (4 * omega**2))
    assert abs(integral - closed) < 1e-10

# Leading correction at small G, seen in the directly integrated transforms
G_small = 0.01
drop_cut = 1 - numeric_truncated(G_small) / numeric_truncated(0.0)
drop_scr = 1 - numeric_short_range(G_small) / numeric_short_range(0.0)
assert abs(drop_cut / (G_small**2 * Rc**2 / 12) - 1) < 1e-3
assert abs(drop_scr / (G_small**2 / (8 * omega**2)) - 1) < 1e-3

# The screened kernel as an average of truncated kernels over their radius
def radius_weight(R):
    return 2 * omega / np.sqrt(np.pi) * np.exp(-(omega * R) ** 2)


for r in [0.3, 2.0, 5.0]:
    R, w_R = nodes(r, r_max, 200)
    assert abs(np.sum(w_R * radius_weight(R)) - erfc(omega * r)) < 1e-10
for G in G_list:
    average = np.sum(w_scr * radius_weight(r_scr) * truncated(G, r_scr))
    assert abs(average - numeric_short_range(G)) < 1e-8
mean_R2 = np.sum(w_scr * radius_weight(r_scr) * r_scr**2)

# Isolated Gaussian: closed forms against analytic two-electron integrals
J_iso = np.sqrt(2 * alpha / np.pi)
J_iso_sr = J_iso - 2 / np.sqrt(np.pi) / np.sqrt(2 / alpha + 1 / omega**2)
mol = gto.M(atom="H 0 0 0", basis={"H": [[0, [alpha / 2, 1.0]]]},
            spin=1, verbose=0)
J_full_integral = mol.intor("int2e").ravel()[0]
with mol.with_range_coulomb(omega):
    J_long_integral = mol.intor("int2e").ravel()[0]
assert abs(J_full_integral - J_iso) < 1e-9
assert abs(J_full_integral - J_long_integral - J_iso_sr) < 1e-9


# Periodic cell: sum over reciprocal lattice vectors
def periodic_J(side, kernel):
    m_max = int(np.ceil(8.0 * np.sqrt(alpha) * side / (2 * np.pi)))
    m2 = np.arange(-m_max, m_max + 1) ** 2
    total = m2[:, None, None] + m2[None, :, None] + m2[None, None, :]
    G = 2 * np.pi / side * np.sqrt(total)
    return np.sum(np.exp(-G**2 / (2 * alpha)) * kernel(G)) / side**3


J_cut = periodic_J(L, lambda G: truncated(G, Rc))
J_scr = periodic_J(L, lambda G: short_range(G, omega))
J_cut_no0 = periodic_J(L, lambda G: np.where(G > 0, truncated(G, Rc), 0.0))
J_scr_no0 = periodic_J(L, lambda G: np.where(G > 0, short_range(G, omega), 0.0))
# Gaussian tails and images contribute about 1e-8 hartree
assert abs(J_cut - J_iso) < 1e-7
assert abs(J_scr - J_iso_sr) < 1e-7

J_bare = periodic_J(L, bare_without_zero)
J_bare_2L = periodic_J(2 * L, bare_without_zero)
error_L, error_2L = J_bare - J_iso, J_bare_2L - J_iso
assert error_L < 0 and abs(error_L / error_2L - 2) < 0.05

# A radius beyond the six nearest images adds about 6/L
Rc_large = 14.5
J_large = periodic_J(L, lambda G: truncated(G, Rc_large))
assert abs(J_large - J_iso - 6 / L) < 0.02

print(f"alpha = {alpha:.1f} bohr^-2, L = {L:.1f} bohr")
print(f"Rc = {Rc:.1f} bohr, omega = {omega:.1f} bohr^-1")
print("Kernels in hartree bohr^3 (quadrature, then formula)")
for name, G in [("0", 0.0), ("2pi/L", G1), ("sqrt2*2pi/L", np.sqrt(2) * G1),
                ("4pi/L", 2 * G1)]:
    print(f"G = {name} = {G:.6f} bohr^-1")
    if G > 0:
        print(f"  bare formula: {4 * np.pi / G**2:.6f}")
    # adding 0.0 after rounding removes a possible minus sign of zero
    print(f"  truncated:   {round(numeric_truncated(G), 6) + 0.0:.6f}"
          f"  {float(truncated(G, Rc)):.6f}")
    print(f"  short-range: {numeric_short_range(G):.6f}"
          f"  {float(short_range(G, omega)):.6f}")
print(f"Mean R^2 of the radius weight: {mean_R2:.6f} bohr^2")
print(f"Isolated J, full Coulomb: {J_iso:.6f} hartree")
print(f"Isolated J, short-range: {J_iso_sr:.6f} hartree")
print(f"Periodic J, truncated: {J_cut:.6f} hartree")
print(f"  minus isolated: {J_cut - J_iso:.1e} hartree")
print(f"  without G = 0: {J_cut_no0:.6f} hartree")
print(f"  G = 0 term: {J_cut - J_cut_no0:.6f} hartree")
print(f"Periodic J, short-range: {J_scr:.6f} hartree")
print(f"  minus isolated: {J_scr - J_iso_sr:.1e} hartree")
print(f"  without G = 0: {J_scr_no0:.6f} hartree")
print(f"  G = 0 term: {J_scr - J_scr_no0:.6f} hartree")
print(f"Bare kernel, G = 0 dropped, L = {L:.0f} bohr: J = {J_bare:.6f} hartree")
print(f"  error: {error_L:.6f} hartree")
print(f"Same, L = {2 * L:.0f} bohr: J = {J_bare_2L:.6f} hartree")
print(f"  error: {error_2L:.6f} hartree")
print(f"  ratio of the two errors: {error_L / error_2L:.3f}")
print(f"Truncated, Rc = {Rc_large:.1f} bohr, L = {L:.0f} bohr: "
      f"J = {J_large:.4f} hartree")
print(f"  excess over isolated: {J_large - J_iso:.4f} hartree")
print(f"E_x = -J/2, truncated: {-J_cut / 2:.6f} hartree"
      f" = {-J_cut / 2 * HARTREE_EV:.4f} eV")
print(f"E_x = -J/2, short-range: {-J_scr / 2:.6f} hartree"
      f" = {-J_scr / 2 * HARTREE_EV:.4f} eV")
print("checks complete")
```

Output:

```
alpha = 1.0 bohr^-2, L = 12.0 bohr
Rc = 6.0 bohr, omega = 0.4 bohr^-1
Kernels in hartree bohr^3 (quadrature, then formula)
G = 0 = 0.000000 bohr^-1
  truncated:   226.194671  226.194671
  short-range: 19.634954  19.634954
G = 2pi/L = 0.523599 bohr^-1
  bare formula: 45.836624
  truncated:   91.673247  91.673247
  short-range: 15.970789  15.970789
G = sqrt2*2pi/L = 0.740480 bohr^-1
  bare formula: 22.918312
  truncated:   29.020435  29.020435
  short-range: 13.188450  13.188450
G = 4pi/L = 1.047198 bohr^-1
  bare formula: 11.459156
  truncated:   0.000000  0.000000
  short-range: 9.393772  9.393772
Mean R^2 of the radius weight: 3.125000 bohr^2
Isolated J, full Coulomb: 0.797885 hartree
Isolated J, short-range: 0.405033 hartree
Periodic J, truncated: 0.797885 hartree
  minus isolated: -1.2e-08 hartree
  without G = 0: 0.666985 hartree
  G = 0 term: 0.130900 hartree
Periodic J, short-range: 0.405033 hartree
  minus isolated: 1.7e-09 hartree
  without G = 0: 0.393671 hartree
  G = 0 term: 0.011363 hartree
Bare kernel, G = 0 dropped, L = 12 bohr: J = 0.565079 hartree
  error: -0.232805 hartree
Same, L = 24 bohr: J = 0.680118 hartree
  error: -0.117766 hartree
  ratio of the two errors: 1.977
Truncated, Rc = 14.5 bohr, L = 12 bohr: J = 1.2995 hartree
  excess over isolated: 0.5017 hartree
E_x = -J/2, truncated: -0.398942 hartree = -10.8558 eV
E_x = -J/2, short-range: -0.202517 hartree = -5.5108 eV
checks complete
```
